# The Gouy-Chapman double layer and a Stern layer in series: a numerical check

```python
"""Planar Gouy-Chapman-Stern double layer for a z:z electrolyte.

Results under test, with u = z e phi / kT and kappa = inverse Debye length:
  profile       tanh(u/4) = tanh(u0/4) exp(-kappa x)
  charge        sigma = sigma_star sinh(u0/2), sigma_star = 2 eps kappa kT/(z e)
  capacitance   C_D = eps kappa cosh(u0/2)
  with Stern    1/C = d/eps_S + 1/(eps kappa cosh(u_d/2))
  large charge  C/C_S ~ 1/(1 + 2 kT/(z e |V_S|)), C_S = eps_S/d, V_S = sigma/C_S
u0 is taken at the wall, u_d at the plane of closest approach of the ions.
The formulas are compared with a finite-volume solution of Poisson's equation
with Boltzmann ions, in which the Stern layer is a real ion-free region.
SI units inside; concentrations in mol/L are converted where they enter.
"""
import numpy as np
from scipy.constants import e, k, N_A, epsilon_0
from scipy.linalg import solve_banded
from scipy.optimize import brentq

TEMPERATURE = 300.0
KT = k * TEMPERATURE
EPS_REL, EPS_STERN_REL = 80.0, 10.0
EPS, EPS_STERN = EPS_REL * epsilon_0, EPS_STERN_REL * epsilon_0
STERN_WIDTH = 0.3e-9
C_STERN = EPS_STERN / STERN_WIDTH


# ---------- derived formulas ----------
def density(molar):
    return molar * 1e3 * N_A


def inverse_debye(z, molar):
    return np.sqrt(2 * (z * e) ** 2 * density(molar) / (EPS * KT))


def grahame_charge(phi, z, molar):
    scale = 2 * EPS * inverse_debye(z, molar) * KT / (z * e)
    return scale * np.sinh(z * e * phi / (2 * KT))


def diffuse_capacitance(phi, z, molar):
    return EPS * inverse_debye(z, molar) * np.cosh(z * e * phi / (2 * KT))


def profile(x, phi_wall, z, molar):
    t = np.tanh(z * e * phi_wall / (4 * KT))
    return 4 * KT / (z * e) * np.arctanh(t * np.exp(-inverse_debye(z, molar) * x))


def stern_solution(phi_metal, z, molar):
    """Potential at the closest-approach plane, charge, total capacitance."""
    def mismatch(p):
        return p + grahame_charge(p, z, molar) / C_STERN - phi_metal
    phi_d = brentq(mismatch, -1.0, 1.0, xtol=1e-15)
    c_total = 1 / (1 / C_STERN + 1 / diffuse_capacitance(phi_d, z, molar))
    return phi_d, grahame_charge(phi_d, z, molar), c_total


# ---------- direct numerical solution ----------
def solve_poisson(phi_metal, z, molar, gap=0.0):
    """Newton solution of (eps phi')' = -rho; ions are present only at x >= 0."""
    n0 = density(molar)
    cells, stretch = 3000, 6.0
    length = 25 / inverse_debye(z, molar)
    s = np.linspace(0, 1, cells + 1)
    x = length * np.sinh(stretch * s) / np.sinh(stretch)
    permittivity = np.full(cells, EPS)
    first = 0                       # index of the node at x = 0
    if gap > 0:
        first = 20
        x = np.concatenate([np.linspace(-gap, 0, first + 1)[:-1], x])
        permittivity = np.concatenate([np.full(first, EPS_STERN), permittivity])
    h = np.diff(x)
    volume = np.zeros(x.size)       # volume per area that is open to ions
    volume[first:-1] += h[first:] / 2
    volume[first + 1:] += h[first:] / 2
    g = permittivity / h
    phi = np.zeros(x.size)
    phi[0] = phi_metal
    for _ in range(100):
        cation = n0 * np.exp(-z * e * phi / KT)
        anion = n0 * np.exp(z * e * phi / KT)
        rho = z * e * (cation - anion)
        stiffness = (z * e) ** 2 * (cation + anion) / KT
        displacement = -g * np.diff(phi)
        residual = np.diff(displacement) - rho[1:-1] * volume[1:-1]
        bands = np.zeros((3, x.size - 2))
        bands[0, 1:] = -g[1:-1]
        bands[1] = g[1:] + g[:-1] + stiffness[1:-1] * volume[1:-1]
        bands[2, :-1] = -g[1:-1]
        step = solve_banded((1, 1), bands, -residual)
        phi[1:-1] += step
        if np.max(np.abs(step)) < 1e-10:
            break
    else:
        raise RuntimeError("Newton iteration did not converge")
    cation = n0 * np.exp(-z * e * phi / KT)
    anion = n0 * np.exp(z * e * phi / KT)
    excess_cation = np.sum((cation - n0) * volume)
    excess_anion = np.sum((anion - n0) * volume)
    charge = -z * e * (excess_cation - excess_anion)
    return x, phi, first, charge, excess_cation, excess_anion


def numerical_capacitance(phi_metal, z, molar, gap=0.0):
    dv = 5e-4
    upper = solve_poisson(phi_metal + dv, z, molar, gap)[3]
    lower = solve_poisson(phi_metal - dv, z, molar, gap)[3]
    return (upper - lower) / (2 * dv)


def relative_error(value, reference):
    return abs(value / reference - 1)


# Tolerances cover second-order grid and finite-difference errors.
errors = dict(profile=0.0, tail=0.0, pressure=0.0, excess=0.0,
              charge=0.0, capacitance=0.0)
for phi0, z, molar in [(0.15, 1, 0.1), (-0.10, 1, 0.01), (0.08, 2, 0.05)]:
    x, phi, _, charge, gain_cat, gain_an = solve_poisson(phi0, z, molar)
    kap, n0 = inverse_debye(z, molar), density(molar)
    u0 = z * e * phi0 / KT
    inner = x < 15 / kap
    err_profile = np.max(np.abs(phi - profile(x, phi0, z, molar))[inner]) / abs(phi0)
    far = np.argmin(np.abs(x - 8 / kap))
    tail = 4 * KT / (z * e) * np.tanh(u0 / 4) * np.exp(-kap * x[far])
    err_tail = relative_error(phi[far], tail)
    field = -np.diff(phi) / np.diff(x)
    middle = (phi[1:] + phi[:-1]) / 2
    osmotic = 2 * n0 * KT * np.cosh(z * e * middle / KT)
    balance = osmotic - EPS * field ** 2 / 2 - 2 * n0 * KT
    err_pressure = np.max(np.abs(balance)) / np.max(osmotic)
    err_excess = max(
        relative_error(gain_cat, 2 * n0 / kap * np.expm1(-u0 / 2)),
        relative_error(gain_an, 2 * n0 / kap * np.expm1(u0 / 2)))
    err_charge = relative_error(charge, grahame_charge(phi0, z, molar))
    err_cap = relative_error(numerical_capacitance(phi0, z, molar),
                             diffuse_capacitance(phi0, z, molar))
    found = (err_profile, err_tail, err_pressure, err_excess, err_charge, err_cap)
    for name, value in zip(errors, found):
        errors[name] = max(errors[name], value)
assert errors["profile"] < 1e-4
assert errors["tail"] < 1e-3
assert errors["pressure"] < 1e-4
assert errors["excess"] < 2e-4
assert errors["charge"] < 2e-4
assert errors["capacitance"] < 2e-4

stern_errors = np.zeros(3)
for phi_m, z, molar in [(0.3, 1, 0.1), (-0.2, 1, 0.001), (0.0, 1, 0.01),
                        (0.15, 2, 0.05)]:
    _, phi, first, charge, _, _ = solve_poisson(phi_m, z, molar, STERN_WIDTH)
    phi_d, sigma, c_total = stern_solution(phi_m, z, molar)
    c_num = numerical_capacitance(phi_m, z, molar, STERN_WIDTH)
    stern_errors = np.maximum(stern_errors, [
        abs(phi[first] - phi_d) / (KT / e),
        abs(charge - sigma) / max(abs(sigma), 1e-3),
        relative_error(c_num, c_total)])
assert np.all(stern_errors < 2e-4)

# The capacitance seen by the direct solver has its minimum at zero charge
# and rises towards the Stern value from below.
scan = [numerical_capacitance(v, 1, 0.001, STERN_WIDTH)
        for v in (-0.3, -0.1, 0.0, 0.1, 0.3, 0.9)]
assert scan[0] > scan[1] > scan[2] < scan[3] < scan[4] < scan[5] < C_STERN

# The approach is algebraic in the Stern-layer potential drop. The tolerance
# covers the neglected term of order (sigma_star/sigma)^2 and the grid error.
approach = []
for phi_m in (0.6, 0.9):
    stern_drop = solve_poisson(phi_m, 1, 0.001, STERN_WIDTH)[3] / C_STERN
    ratio_direct = numerical_capacitance(phi_m, 1, 0.001, STERN_WIDTH) / C_STERN
    ratio_law = 1 / (1 + 2 * KT / (e * stern_drop))
    assert relative_error(ratio_direct, ratio_law) < 5e-4
    approach.append((phi_m, stern_drop, ratio_direct, ratio_law))

# ---------- worked example ----------
Z, MOLAR, PHI_M = 1, 0.1, 0.3
kap = inverse_debye(Z, MOLAR)
phi_d, sigma, c_total = stern_solution(PHI_M, Z, MOLAR)
c_diffuse = diffuse_capacitance(phi_d, Z, MOLAR)
sigma_star = 2 * EPS * kap * KT / (Z * e)
u_d = Z * e * phi_d / KT
c_wrong = 1 / (1 / C_STERN + 1 / diffuse_capacitance(PHI_M, Z, MOLAR))
diameter = 2 * STERN_WIDTH
packing = 1 / diameter ** 3 / N_A / 1e3
counter_share = np.expm1(u_d / 2) / (2 * np.sinh(u_d / 2))
AREA = 100.0                       # F/m^2 to uF/cm^2, and C/m^2 to uC/cm^2

print("INPUT")
print(f"temperature {TEMPERATURE:.0f} K, ion valence {Z}, salt {MOLAR} mol/L")
print(f"relative permittivity: solvent {EPS_REL:.0f}, Stern {EPS_STERN_REL:.0f}")
print(f"Stern thickness {STERN_WIDTH*1e9:.1f} nm, electrode potential {PHI_M} V")
print("SCALES")
print(f"thermal voltage kT/e = {KT/e:.5f} V")
print(f"Debye length = {1e9/kap:.4f} nm")
print(f"charge scale sigma_star = {sigma_star*AREA:.4f} uC/cm^2")
print(f"diffuse capacitance at zero charge = {EPS*kap*AREA:.3f} uF/cm^2")
print(f"Stern capacitance = {C_STERN*AREA:.3f} uF/cm^2")
print(f"saturated tail amplitude 4kT/(ze) = {4*KT/(Z*e):.4f} V")
print("WITH STERN LAYER")
print(f"potential at closest-approach plane = {phi_d:.5f} V")
print(f"reduced potential u_d = {u_d:.4f}")
print(f"potential drop in Stern layer = {sigma/C_STERN:.5f} V")
print(f"electrode charge = {sigma*AREA:.4f} uC/cm^2")
print(f"linearized charge at same phi_d = {EPS*kap*phi_d*AREA:.4f} uC/cm^2")
print(f"diffuse capacitance = {c_diffuse*AREA:.3f} uF/cm^2")
print(f"total differential capacitance = {c_total*AREA:.3f} uF/cm^2")
print(f"integral capacitance sigma/phi_M = {sigma/PHI_M*AREA:.3f} uF/cm^2")
print(f"total if cosh wrongly uses phi_M = {c_wrong*AREA:.3f} uF/cm^2")
print(f"counterion contact concentration = {MOLAR*np.exp(u_d):.3f} mol/L")
print(f"simple cubic packing, diameter {diameter*1e9:.1f} nm = {packing:.3f} mol/L")
print(f"share of screening by counterion excess = {counter_share:.4f}")
print("PROFILE FROM CLOSEST-APPROACH PLANE")
for distance in (0.0, 0.5, 1.0, 2.0, 3.0):
    value = profile(distance * 1e-9, phi_d, Z, MOLAR)
    linear = phi_d * np.exp(-kap * distance * 1e-9)
    print(f"x = {distance:.1f} nm: phi = {value:.5f} V, linearized {linear:.5f} V")
print("WITHOUT STERN LAYER, SAME ELECTRODE POTENTIAL")
print(f"charge = {grahame_charge(PHI_M, Z, MOLAR)*AREA:.1f} uC/cm^2")
print(f"capacitance = {diffuse_capacitance(PHI_M, Z, MOLAR)*AREA:.0f} uF/cm^2")
print(f"contact concentration = {MOLAR*np.exp(Z*e*PHI_M/KT):.3e} mol/L")
print("TOTAL CAPACITANCE (uF/cm^2) AT 0, 0.1, 0.2, 0.3 V")
for molar in (0.001, 0.01, 0.1):
    row = [stern_solution(v, Z, molar)[2] * AREA for v in (0.0, 0.1, 0.2, 0.3)]
    print(f"{molar:5.3f} mol/L: " + "  ".join(f"{c:.3f}" for c in row))
print("APPROACH TO STERN LIMIT, 0.001 mol/L: C/C_S")
for phi_m, drop, direct, law in approach:
    print(f"{phi_m} V: Stern drop {drop:.4f} V, direct {direct:.4f}, law {law:.4f}")
print("LARGEST RELATIVE DEVIATIONS FROM DIRECT SOLUTION")
for name, value in errors.items():
    print(f"{name}: {value:.1e}")
print("Stern potential (in kT/e), charge, capacitance: "
      + ", ".join(f"{v:.1e}" for v in stern_errors))
print("done: every assertion held")
```

Running it gives:

```
INPUT
temperature 300 K, ion valence 1, salt 0.1 mol/L
relative permittivity: solvent 80, Stern 10
Stern thickness 0.3 nm, electrode potential 0.3 V
SCALES
thermal voltage kT/e = 0.02585 V
Debye length = 0.9741 nm
charge scale sigma_star = 3.7596 uC/cm^2
diffuse capacitance at zero charge = 72.714 uF/cm^2
Stern capacitance = 29.514 uF/cm^2
saturated tail amplitude 4kT/(ze) = 0.1034 V
WITH STERN LAYER
potential at closest-approach plane = 0.06997 V
reduced potential u_d = 2.7065
potential drop in Stern layer = 0.23003 V
electrode charge = 6.7891 uC/cm^2
linearized charge at same phi_d = 5.0877 uC/cm^2
diffuse capacitance = 150.097 uF/cm^2
total differential capacitance = 24.664 uF/cm^2
integral capacitance sigma/phi_M = 22.630 uF/cm^2
total if cosh wrongly uses phi_M = 29.442 uF/cm^2
counterion contact concentration = 1.498 mol/L
simple cubic packing, diameter 0.6 nm = 7.688 mol/L
share of screening by counterion excess = 0.7947
PROFILE FROM CLOSEST-APPROACH PLANE
x = 0.0 nm: phi = 0.06997 V, linearized 0.06997 V
x = 0.5 nm: phi = 0.03811 V, linearized 0.04188 V
x = 1.0 nm: phi = 0.02216 V, linearized 0.02507 V
x = 2.0 nm: phi = 0.00784 V, linearized 0.00898 V
x = 3.0 nm: phi = 0.00280 V, linearized 0.00322 V
WITHOUT STERN LAYER, SAME ELECTRODE POTENTIAL
charge = 622.3 uC/cm^2
capacitance = 12036 uF/cm^2
contact concentration = 1.096e+04 mol/L
TOTAL CAPACITANCE (uF/cm^2) AT 0, 0.1, 0.2, 0.3 V
0.001 mol/L: 5.834  10.475  17.413  21.581
0.010 mol/L: 12.925  16.159  20.496  23.178
0.100 mol/L: 20.993  21.810  23.346  24.664
APPROACH TO STERN LIMIT, 0.001 mol/L: C/C_S
0.6 V: Stern drop 0.3876 V, direct 0.8824, law 0.8823
0.9 V: Stern drop 0.6600 V, direct 0.9274, law 0.9274
LARGEST RELATIVE DEVIATIONS FROM DIRECT SOLUTION
profile: 1.3e-07
tail: 1.1e-05
pressure: 1.9e-06
excess: 1.9e-06
charge: 1.8e-06
capacitance: 6.7e-05
Stern potential (in kT/e), charge, capacitance: 8.2e-07, 2.9e-07, 2.9e-06
done: every assertion held
```
